# The Debye–Hückel Limiting Law and the Solubility of Hydroxides: verification in Python

```python
# Result under test: log10(gamma_i) = -A z_i^2 sqrt(I) for dilute ions, and its
# consequences for M(OH)_z(s) = M^z+ + z OH-:
#   log10 of the concentration product rises by A z (z+1) sqrt(I),
#   the precipitation boundary moves up in pH by z A sqrt(I).
# I: ionic strength (mol/L); gamma: activity coefficient on the mol/L scale;
# kappa: inverse Debye length; bjerrum: e^2/(4 pi eps k T);
# K: thermodynamic solubility product; s: solubility of M(OH)2 (mol/L).
# Free energies are per litre and in units of R T, with amounts in mol.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

temperature = 298.15
eps_r = 78.0
closest = 0.4e-9
K = 1e-11
pKw = 14.0
metal = 1e-4
LN10 = np.log(10.0)
bjerrum = const.e**2 / (4 * np.pi * eps_r * const.epsilon_0
                        * const.k * temperature)


def kappa_of(conc, charges):
    density = 1000 * const.N_A * np.asarray(conc, float)
    return np.sqrt(4 * np.pi * bjerrum
                   * np.sum(density * np.asarray(charges, float)**2))


def kappa_I(I):
    return kappa_of([I, I], [1, -1])


A = bjerrum * kappa_I(1.0) / (2 * LN10)


def charging_energy(conc, charges):
    """Work of charging all point ions together, from the cloud potential."""
    conc, charges = np.asarray(conc, float), np.asarray(charges, float)

    def work_rate(xi):
        cloud = -xi * charges * bjerrum * kappa_of(conc, xi * charges)
        return np.sum(conc * charges * cloud)
    return quad(work_rate, 0, 1, epsabs=1e-16, epsrel=1e-11)[0]


def free_energy(conc, charges):
    conc = np.asarray(conc, float)
    return np.sum(xlogy(conc, conc) - conc) + charging_energy(conc, charges)


def potential(index, conc, charges):
    """Chemical potential minus its standard value, by central difference."""
    up, down = np.array(conc, float), np.array(conc, float)
    step = 1e-4 * up[index]
    up[index] += step
    down[index] -= step
    return (free_energy(up, charges) - free_energy(down, charges)) / (2 * step)


def cloud_solution(x0, coupling):
    """Nonlinear Poisson-Boltzmann cloud in a 1:1 salt around one ion.
    x = kappa r, x0 = kappa a, coupling = z * bjerrum * kappa.
    Returns cloud potential at the ion / coupling, and cloud charge / (-z)."""
    t = np.linspace(np.log(x0), np.log(x0 + 12), 300)
    x = np.exp(t)
    decay = np.exp(-(x - x0)) / (1 + x0)
    guess = np.array([decay / x - 1 / x, 1 - (1 + x) * decay])

    def rhs(t, y):
        x = np.exp(t)
        return np.array([y[1] / x,
                         x**3 * np.sinh(coupling * (y[0] + 1 / x)) / coupling])

    def ends(left, right):
        X = x0 + 12
        return np.array([left[1],
                         1 - right[1] - X * (1 + X) * (right[0] + 1 / X)])
    sol = solve_bvp(rhs, ends, t, guess, tol=1e-6, max_nodes=20000)
    assert sol.success, sol.message
    return sol.y[0, 0], sol.y[1, -1]


# Weakly charged ion: numerical cloud against the linearised closed form.
for x0 in (0.05, 0.5):
    cloud, charge = cloud_solution(x0, 1e-3)
    assert abs(cloud * (1 + x0) + 1) < 1e-3
    assert abs(charge - 1) < 1e-3

# Divalent ion: charge it in the nonlinear cloud and dilute the salt.
nodes, weights = np.polynomial.legendre.leggauss(5)
nodes, weights = (nodes + 1) / 2, weights / 2
nonlinear = []
for I in (1e-2, 1e-4, 1e-6):
    k = kappa_I(I)
    ln_gamma = sum(w * 4 * bjerrum * k * xi
                   * cloud_solution(k * closest, 2 * xi * bjerrum * k)[0]
                   for xi, w in zip(nodes, weights))
    limiting = -4 * A * np.sqrt(I) * LN10
    finite = limiting / (1 + k * closest)
    nonlinear.append((I, ln_gamma / finite, ln_gamma / limiting))
excess = [abs(row[1] - 1) for row in nonlinear]
assert excess[0] > excess[1] > excess[2]
assert excess[2] < 0.005 and abs(nonlinear[2][2] - 1) < 0.005

# Joint charging of a mixed electrolyte: total and its derivatives.
mix, mix_z = [2e-4, 3e-4, 1e-3, 1.1e-3], [2, -1, 1, -1]
mix_I = 0.5 * sum(c * z * z for c, z in zip(mix, mix_z))
closed = -kappa_of(mix, mix_z)**3 / (12 * np.pi * 1000 * const.N_A)
assert abs(charging_energy(mix, mix_z) / closed - 1) < 1e-8
for i, z in enumerate(mix_z):
    log_gamma = (potential(i, mix, mix_z) - np.log(mix[i])) / LN10
    assert abs(log_gamma + A * z * z * np.sqrt(mix_I)) < 1e-5

# Solubility: mass action against direct free-energy minimisation.
s_ideal = (K / 4)**(1 / 3)


def solubility(salt, size):
    def mismatch(s):
        I = salt + 3 * s
        return s - s_ideal * 10**(2 * A * np.sqrt(I)
                                 / (1 + kappa_I(I) * size))
    return brentq(mismatch, s_ideal / 2, 3 * s_ideal, xtol=1e-15)


def minimised_solubility(salt):
    charges = [2, -1, 1, -1]
    base = free_energy([0, 0, salt, salt], charges)

    def total(log_s):
        s = np.exp(log_s)
        return (free_energy([s, 2 * s, salt, salt], charges) - base
                - s * np.log(K)) / s_ideal
    best = minimize_scalar(total, method="bounded",
                           bounds=(np.log(s_ideal / 2), np.log(3 * s_ideal)),
                           options={"xatol": 1e-9})
    return np.exp(best.x)


salts = (0.0, 1e-3, 1e-2)
for salt in salts:
    assert abs(minimised_solubility(salt) / solubility(salt, 0) - 1) < 1e-5


def boundary(z, product, c_metal, I):
    """Hydroxide concentration and pH at which the solid is in equilibrium."""
    ideal_oh = (product / c_metal)**(1 / z)

    def state(log_oh):
        oh = 10**log_oh
        background = 2 * I - z * z * c_metal - oh
        assert background > 0
        return [c_metal, oh, background], [z, -1, 1]

    def affinity(log_oh):
        conc, charges = state(log_oh)
        return (potential(0, conc, charges) + z * potential(1, conc, charges)
                - np.log(product))
    mid = np.log10(ideal_oh)
    root = brentq(affinity, mid - 0.3, mid + 0.45, xtol=1e-11)
    conc, charges = state(root)
    pH = pKw + potential(1, conc, charges) / LN10
    return 10**root, pH, ideal_oh, pKw + mid


boundaries = []
for I in (1e-3, 1e-2):
    for z, product, c_metal in ((2, K, metal), (3, 1e-20, 1e-5)):
        oh, pH, oh0, pH0 = boundary(z, product, c_metal, I)
        unit = A * np.sqrt(I)
        assert abs(pH - pH0 - z * unit) < 1e-4
        assert abs(np.log10(oh / oh0) - (z + 1) * unit) < 1e-4
        product_shift = np.log10(c_metal * oh**z / product)
        assert abs(product_shift - z * (z + 1) * unit) < 1e-4
        # H+ is added as a trace species to obtain its concentration.
        trace = 1e-6
        rest = 2 * I - z * z * c_metal - oh - trace
        conc, charges = [c_metal, oh, rest, trace], [z, -1, 1, 1]
        log_gamma_h = (potential(3, conc, charges) - np.log(trace)) / LN10
        p_conc_h = pH + log_gamma_h
        assert abs(p_conc_h - pH0 - (z - 1) * unit) < 1e-4
        if z == 2:
            boundaries.append((I, oh, pH, oh0, pH0, p_conc_h, product_shift))

print(f"Temperature: {temperature:.2f} K")
print(f"Relative permittivity: {eps_r:.1f} (dimensionless)")
print(f"Closest approach a: {closest*1e9:.2f} nm")
print(f"Solubility product K: {K:.1e} (dimensionless)")
print(f"pKw: {pKw:.1f} (dimensionless)")
print(f"Bjerrum length: {bjerrum*1e9:.4f} nm")
print(f"Limiting-law A: {A:.4f} (mol/L)^(-1/2)")
print(f"Bare e*psi/kT at a, divalent ion: {2*bjerrum/closest:.3f}")
for I in (1e-3, 1e-2):
    k = kappa_I(I)
    print(f"I = {I:.3f} mol/L: Debye length {1e9/k:.3f} nm, "
          f"kappa*a {k*closest:.4f}")
    for z in (1, 2):
        lg = -A * z * z * np.sqrt(I)
        lf = lg / (1 + k * closest)
        print(f"  |z|={z}: log10 gamma {lg:.4f}, gamma {10**lg:.4f}; "
              f"finite-size gamma {10**lf:.4f}")
print("Nonlinear cloud, divalent ion in 1:1 salt, ratios of ln gamma:")
for I, to_finite, to_limit in nonlinear:
    print(f"  I={I:.0e} mol/L: to finite-size linear {to_finite:.5f}, "
          f"to limiting law {to_limit:.5f}")
print(f"Ideal solubility of M(OH)2: {s_ideal:.4e} mol/L")
for salt in salts:
    s, sf = solubility(salt, 0), solubility(salt, closest)
    print(f"Added salt {salt:.3f} mol/L: total I {salt+3*s:.4e} mol/L")
    print(f"  limiting-law s {s:.4e} mol/L, s/s_ideal {s/s_ideal:.4f}")
    print(f"  finite-size s {sf:.4e} mol/L, s/s_ideal {sf/s_ideal:.4f}")
print(f"Dissolved metal at pH boundary: {metal:.1e} mol/L")
print(f"Ideal boundary: pH {boundaries[0][4]:.4f}, "
      f"[OH-] {boundaries[0][3]:.4e} mol/L")
for I, oh, pH, oh0, pH0, p_conc_h, product_shift in boundaries:
    finite_shift = 2 * A * np.sqrt(I) / (1 + kappa_I(I) * closest)
    print(f"Boundary at total I {I:.3f} mol/L: pH {pH:.4f}, "
          f"shift {pH-pH0:.4f}")
    print(f"  finite-size pH shift {finite_shift:.4f}")
    print(f"  [OH-] {oh:.4e} mol/L, log10 shift {np.log10(oh/oh0):.4f}")
    print(f"  -log10[H+] {p_conc_h:.4f}, shift {p_conc_h-pH0:.4f}")
    print(f"  log10 concentration-product shift {product_shift:.4f}")
print("checks complete")
```

Output:

```
Temperature: 298.15 K
Relative permittivity: 78.0 (dimensionless)
Closest approach a: 0.40 nm
Solubility product K: 1.0e-11 (dimensionless)
pKw: 14.0 (dimensionless)
Bjerrum length: 0.7185 nm
Limiting-law A: 0.5145 (mol/L)^(-1/2)
Bare e*psi/kT at a, divalent ion: 3.593
I = 0.001 mol/L: Debye length 9.589 nm, kappa*a 0.0417
  |z|=1: log10 gamma -0.0163, gamma 0.9632; finite-size gamma 0.9647
  |z|=2: log10 gamma -0.0651, gamma 0.8608; finite-size gamma 0.8660
I = 0.010 mol/L: Debye length 3.032 nm, kappa*a 0.1319
  |z|=1: log10 gamma -0.0515, gamma 0.8883; finite-size gamma 0.9006
  |z|=2: log10 gamma -0.2058, gamma 0.6226; finite-size gamma 0.6579
Nonlinear cloud, divalent ion in 1:1 salt, ratios of ln gamma:
  I=1e-02 mol/L: to finite-size linear 1.05806, to limiting law 0.93475
  I=1e-04 mol/L: to finite-size linear 1.01390, to limiting law 1.00070
  I=1e-06 mol/L: to finite-size linear 1.00161, to limiting law 1.00029
Ideal solubility of M(OH)2: 1.3572e-04 mol/L
Added salt 0.000 mol/L: total I 4.2761e-04 mol/L
  limiting-law s 1.4254e-04 mol/L, s/s_ideal 1.0502
  finite-size s 1.4235e-04 mol/L, s/s_ideal 1.0488
Added salt 0.001 mol/L: total I 1.4455e-03 mol/L
  limiting-law s 1.4852e-04 mol/L, s/s_ideal 1.0943
  finite-size s 1.4787e-04 mol/L, s/s_ideal 1.0895
Added salt 0.010 mol/L: total I 1.0519e-02 mol/L
  limiting-law s 1.7306e-04 mol/L, s/s_ideal 1.2751
  finite-size s 1.6810e-04 mol/L, s/s_ideal 1.2385
Dissolved metal at pH boundary: 1.0e-04 mol/L
Ideal boundary: pH 10.5000, [OH-] 3.1623e-04 mol/L
Boundary at total I 0.001 mol/L: pH 10.5325, shift 0.0325
  finite-size pH shift 0.0312
  [OH-] 3.5385e-04 mol/L, log10 shift 0.0488
  -log10[H+] 10.5163, shift 0.0163
  log10 concentration-product shift 0.0976
Boundary at total I 0.010 mol/L: pH 10.6029, shift 0.1029
  finite-size pH shift 0.0909
  [OH-] 4.5119e-04 mol/L, log10 shift 0.1544
  -log10[H+] 10.5515, shift 0.0515
  log10 concentration-product shift 0.3087
checks complete
```
